# In-Plane Sheet Polarizability from a Supercell Dielectric Constant

Take one insulating sheet, repeat it along its normal with period $L$, and compute the in-plane dielectric constant of the resulting crystal. For the model sheet treated below, $L=20$ Å gives $\varepsilon=2.979$ and $L=40$ Å gives $\varepsilon=1.989$. The sheet is the same in both cells; the second cell merely contains more vacuum. Quoting $\varepsilon$ as a property of the sheet therefore attaches an arbitrary computational choice to a physical quantity. The theorem below identifies the quantity that survives, the sheet polarizability, and the conditions under which it does.

## Setting and conventions

Gaussian-type electrostatics is used. The sheet is periodic in $x$ and $y$ with cell area $A$, and its polarization is confined to $|z|\le h$. Copies sit at $z=nL$, with $L>2h$. All fields and polarizations are static changes, linear in the applied field; fields already present without it are subtracted. Subtraction does not undo the effect of such fields on the sheet, which is why assumption 1 below excludes a permanent normal dipole. A bar denotes the lateral average,
$$\bar f(z)=\frac1A\int_A f(x,y,z)\,dx\,dy ,$$
and angle brackets denote the average over the whole supercell. The dipole per area is
$$\mathbf p=\int_{-h}^{h}\bar{\mathbf P}(z)\,dz .$$

Let $x$ be a principal in-plane direction. For an isolated sheet with no normal field outside it, $\alpha$ is defined by $p_x=\alpha E$, where $E$ is the laterally averaged total field along $x$. Since $p_x$ is a dipole per area, $\alpha$ is a length. In SI units the same sheet obeys $p_x=4\pi\epsilon_0\alpha E$.

**Assumptions.**

1. The sheet has a gap, no permanent normal dipole, and a finite, stable linear response. With a permanent dipole, a stack at zero average normal field would contain a built-in field proportional to $1/L$, which can change $\alpha_L$ at the same order. A horizontal mirror plane rules out such a dipole; a vertical twofold axis does not. A conducting sheet has no finite static $\alpha$.
2. Electrons of neighbouring copies do not overlap, and copies act on each other only through the static electric fields of their mean charge densities. This leaves out dispersion, the correlated fluctuation of charges in different copies, which can change the polarizability by a power of $1/L$.
3. The in-plane wave number $q$ of the field goes to zero at fixed $L$.
4. An in-plane field produces no normal dipole. A horizontal mirror plane ensures this, because it preserves $E_x$ and reverses $p_z$. So does a vertical twofold axis, because it reverses $E_x$ and preserves $p_z$. In either case linearity requires $p_z=-p_z=0$.

**Theorem.** Let $\varepsilon$ be the in-plane macroscopic dielectric constant of the supercell. Under assumptions 1–4,
$$\frac{L(\varepsilon-1)}{4\pi}=\alpha+O\!\left(e^{-G_1(L-2h)}\right),$$
where $G_1$ is the length of the shortest nonzero in-plane reciprocal vector.

"Independent of vacuum thickness" thus means independent up to an exponentially small term.

## Three lemmas

**Lemma 1.** In the supercell, $\bar E_x(z)$ is the same at every height and equals $\langle E_x\rangle$.

*Proof.* A static field has no curl, so $\partial_zE_x=\partial_xE_z$. Average this over $x$ and $y$. The right side is the integral of an $x$ derivative of a laterally periodic function, which vanishes. Hence $d\bar E_x/dz=0$. A function constant in $z$ equals its own average over $z$. $\square$

This is why vacuum does not dilute the driving field: the sheet feels the same average in-plane field that enters the definition of $\varepsilon$. Only the polarization is diluted.

**Lemma 2.** If $\langle E_z\rangle=0$, the laterally averaged normal field in the vacuum is $D=4\pi p_z/L$.

*Proof.* There is no free charge, so $\nabla\cdot(\mathbf E+4\pi\mathbf P)=0$. Lateral averaging removes the $x$ and $y$ derivatives and leaves $\bar E_z+4\pi\bar P_z=D$, independent of $z$. Averaging over one period gives $\langle E_z\rangle+4\pi p_z/L=D$. With $\langle E_z\rangle=0$ the claim follows, since $\bar P_z=0$ in the vacuum and $D$ is the field there. $\square$

**Lemma 3.** Apart from lateral averages, the field of one sheet decays outside it at least as fast as $e^{-G_1d}$, where $d$ is the distance from its face.

*Proof.* Outside the sheet the potential obeys Laplace's equation. For the lateral component $\phi_{\mathbf G}(z)e^{i\mathbf G\cdot\boldsymbol\rho}$ this reads $\phi_{\mathbf G}''=G^2\phi_{\mathbf G}$. The solution that stays finite far away is proportional to $e^{-Gd}$, and $G\ge G_1$ for every nonzero $\mathbf G$. $\square$

## Proof of the theorem

The dielectric constant is defined by cell averages, $\langle E_x\rangle+4\pi\langle P_x\rangle=\varepsilon\langle E_x\rangle$, at $\langle E_z\rangle=0$. The polarization lives on the sheet, so
$$\langle P_x\rangle=\frac1L\int\bar P_x\,dz=\frac{p_x}{L}.$$
Write $p_x=\alpha_LE$ for the sheet inside the stack, with $E=\langle E_x\rangle$. Dividing the definition by $E$ gives
$$\varepsilon=1+\frac{4\pi\alpha_L}{L},\qquad \alpha_L=\frac{L(\varepsilon-1)}{4\pi}.$$

It remains to compare $\alpha_L$ with $\alpha$. By Lemma 1 the average in-plane field at the sheet is $E$, as in the definition of $\alpha$. By assumption 4 and Lemma 2, $D=0$, also as for the isolated sheet. The copies can therefore differ from empty space only through their fields with $\mathbf G\ne0$.

Let $R$ be the linear response of the isolated sheet, including the fields it exerts on itself, and let $K_L$ map the polarization of the sheets to the $\mathbf G\neq0$ field of the copies at the central sheet. Then
$$\mathbf P=R(\mathbf E+K_L\mathbf P)=\mathbf P_{\rm iso}+RK_L\mathbf P .$$
The facing surfaces of the central sheet and its $n$th copy are $nL-2h$ apart. By Lemma 3 the sum over copies on one side is of order
$$\sum_{n\ge1}e^{-G_1(nL-2h)}=\frac{e^{-G_1(L-2h)}}{1-e^{-G_1L}} .$$
Since $R$ is finite, $\mathbf P-\mathbf P_{\rm iso}=RK_L\mathbf P$ is of this order too, once $L$ is large enough for $RK_L$ to be small. The unperturbed copies have no normal dipole, so their own fields at the central sheet also have $\mathbf G\ne0$ only, and they change $R$ by no more than this order. Integrating over the sheet gives $\alpha_L-\alpha=O(e^{-G_1(L-2h)})$. $\blacksquare$

**Remark (external field).** Many calculations obtain $\varepsilon$ from the response to an external longitudinal field. As $q\to0$ the cell-averaged field is $E=E_{\rm ext}-4\pi p_x/L$, so $1/\varepsilon=E/E_{\rm ext}=1-4\pi p_x/(LE_{\rm ext})$. Inserting $p_x=\alpha_LE$ gives $E_{\rm ext}=(1+4\pi\alpha_L/L)E$, which is the same $\varepsilon$.

**Remark (numerical error).** An error $\delta\varepsilon$ becomes $\delta\alpha=L\,\delta\varepsilon/(4\pi)$. At fixed $\delta\varepsilon$ it grows with $L$. If the sheet has neither a permanent nor an induced normal dipole, and dispersion between copies is left out, more vacuum therefore brings no gain once the image term and the electron overlap between copies are both negligible. Otherwise an error that falls as a power of $1/L$ can remain, and more vacuum does reduce it.

## The image term for point dipoles

The exponential term can be written out for a sheet of polarizable points at $(\mathbf r_i,z_i)$. Suppose that a unit field along $x$ induces dipoles $d_i$ along $x$ only. These dipoles solve $Md=u$, where $M$ contains the inverse polarizabilities minus the dipole field tensor $T$, and $u$ is the unit field at each point. Thus $A\alpha=u^{T}M^{-1}u$. The copies change $T$ by $\delta T$, so $\delta M=-\delta T$, and to first order $\delta(M^{-1})=M^{-1}\delta T\,M^{-1}$. As $M$ is symmetric,
$$A\,\delta\alpha=\sum_{ij}d_i\,\delta T_{ij}\,d_j .$$

To find $\delta T$, note that a lattice of dipoles $d_j$ carries the charge component $\sigma_{\mathbf G}=-(iG_xd_j/A)e^{-i\mathbf G\cdot\mathbf r_j}$. A charged plane has the potential $(2\pi/G)\sigma_{\mathbf G}e^{-G|z-z_j|}$, and $E_x=-iG_x\phi$. The two factors $-iG_x$ multiply to $-G_x^2$, giving the field component
$$-\frac{2\pi}{A}\frac{G_x^2}{G}\,d_j\,e^{i\mathbf G\cdot(\boldsymbol\rho-\mathbf r_j)-G|z-z_j|}.$$
For the copy above, the vertical distance between points is $L+z_j-z_i$. The copy below contributes equally, as exchanging $i,j$ and reversing $\mathbf G$ shows. Keeping these two nearest copies,
$$\delta\alpha=-\frac{4\pi}{A^2}\sum_{\mathbf G\ne0}\frac{G_x^2}{G}e^{-GL}F_+F_-,\qquad F_\pm=\sum_id_i\,e^{\pm(Gz_i+i\mathbf G\cdot\mathbf r_i)} .$$
For a sheet with a horizontal mirror, $F_-=F_+^*$, so each product is $|F_+|^2\ge0$. To this order, close copies lower the extracted polarizability.

## Worked example

The model is a square lattice with $a=4$ Å, so $A=16$ Å$^2$. Each cell has a point of polarizability 6 Å$^3$ at the origin and points of 4 Å$^3$ at $(a/2,a/2,\pm1.5\text{ Å})$. Every point lies on a vertical twofold axis and on a mirror plane $y\to-y$, so a field along $x$ induces dipoles along $x$ only. All mutual dipole fields are included. They matter: without them $\alpha$ would be $(6+4+4)/16=0.875$ Å, whereas a direct sum over one isolated sheet gives $\alpha=3.1491$ Å.

The two supercells of the opening paragraph give
$$\frac{20(2.97861-1)}{4\pi}=\frac{39.572}{12.566}=3.149\text{ Å},\qquad \frac{40(1.98931-1)}{4\pi}=\frac{39.572}{12.566}=3.149\text{ Å}.$$

Small cells show the image term:

| $L$ (Å) | $\varepsilon$ | extracted $\alpha$ (Å) |
|---|---|---|
| 6 | 7.203 | 2.9618 |
| 8 | 5.936 | 3.1421 |
| 10 | 4.957 | 3.1488 |
| 12 | 4.298 | 3.1491 |

At $L=6$ Å the extracted value is 6% below that of the isolated sheet; at 8 Å it is 0.2% below. At 12 Å the shift is $-1.19\times10^{-5}$ Å, both from the full supercell sum and from the formula for $\delta\alpha$. Here $G_1=2\pi/a=1.571$ Å$^{-1}$, so 2 Å of extra vacuum should reduce the leading term by $e^{3.14}\approx23$. From 10 to 12 Å the shift falls from about $2.8\times10^{-4}$ to $1.2\times10^{-5}$ Å, which agrees. A sheet with a larger primitive period has a smaller $G_1$ and can need more vacuum for the same suppression. Merely repeating the same cell laterally changes nothing, because $F_\pm$ vanish at the added reciprocal vectors.

In SI form the sheet polarizability is $4\pi\epsilon_0\alpha=3.504\times10^{-20}$ F.

**Remark (slab constants).** One may spread the polarization over a chosen thickness $t$ and quote $1+4\pi\alpha/t$. For this sheet $t=3$ Å gives 14.2 and $t=6$ Å gives 7.6. The choice of $t$ has replaced the choice of $L$; neither enters $\alpha$.

## The normal direction

For a normal field, what the sheet shares with the vacuum is $D$, not $\bar E_z$. Define $p_z=\alpha_{zz}D$ for a symmetric sheet. The relation in the proof of Lemma 2 gives $\langle E_z\rangle=D-4\pi p_z/L$, and since $\varepsilon_{zz}=D/\langle E_z\rangle$,
$$\frac1{\varepsilon_{zz}}=1-\frac{4\pi\alpha_{zz}}{L},$$
again up to exponentially small terms. Applying the in-plane rule to $\varepsilon_{zz}$ would return $\alpha_{zz}/(1-4\pi\alpha_{zz}/L)$. In the example $\alpha_{zz}=0.381$ Å, but that rule would give 0.634 Å at $L=12$ Å and still 0.433 Å at 40 Å.

**Proposition (failure of assumption 4).** Suppose that
$$p_x=\alpha_{xx}E+\alpha_{xz}D,\qquad p_z=\alpha_{xz}E+\alpha_{zz}D .$$
Then, up to exponentially small terms, the in-plane rule returns
$$\frac{L(\varepsilon_{xx}-1)}{4\pi}=\alpha_{xx}+\frac{4\pi\alpha_{xz}^2}{L-4\pi\alpha_{zz}} .$$

*Proof.* $\varepsilon_{xx}$ is defined at $\langle E_z\rangle=0$, so $D=4\pi p_z/L$ by Lemma 2. Substitution in the second equation gives $p_z(1-4\pi\alpha_{zz}/L)=\alpha_{xz}E$. Hence $D=4\pi\alpha_{xz}E/(L-4\pi\alpha_{zz})$. Insert this in the first equation and divide by $E$. $\square$

The error now falls only as $1/L$. As an example, put one point in each cell, with polarizability 8 Å$^3$ along an axis tilted by 45° in the $xz$ plane and 2 Å$^3$ across it. The isolated sheet has $\alpha_{xx}=0.3801$, $\alpha_{xz}=0.1571$ and $\alpha_{zz}=0.2027$ Å. At $L=20$ Å the predicted excess is
$$\frac{4\pi(0.1571)^2}{20-4\pi(0.2027)}=\frac{0.3101}{17.453}=0.0178\text{ Å},$$
so the rule should return 0.3979 Å, as the supercell does. That is 4.7% too high; at 40 Å the excess is still 2.2%.

The full dielectric tensor removes this error. Setting $D=\varepsilon_{zx}\langle E_x\rangle+\varepsilon_{zz}\langle E_z\rangle=0$ restores the condition of the isolated sheet. Eliminating $\langle E_z\rangle$ gives $\alpha_{xx}=(L/4\pi)(\varepsilon_{xx}-\varepsilon_{xz}\varepsilon_{zx}/\varepsilon_{zz}-1)$, up to exponentially small terms.

## What a finite $q$ costs

Consider thin sheets with a $q$-independent $\alpha$ in an external field $E_{\rm ext}e^{iqx}$, with $q>0$. A sheet with dipole density $p$ carries charge $-iqp$, and by the plane-potential formula used above it produces the field $-2\pi qp\,e^{-q|z|}$ along $x$. The stack contributes the factor
$$\sum_{n=-\infty}^{\infty}e^{-q|n|L}=\frac{1+e^{-qL}}{1-e^{-qL}}=\coth\frac{qL}2 .$$
Solving $p=\alpha[E_{\rm ext}-2\pi qp\coth(qL/2)]$ gives
$$\frac{p}{E_{\rm ext}}=\frac{\alpha}{1+2\pi\alpha q\coth(qL/2)} .$$
For $qL\gg1$ the copies decouple and the denominator becomes $1+r_0q$, with the screening length $r_0=2\pi\alpha$. In the example $r_0=19.8$ Å. An isolated sheet thus screens less and less as $q\to0$, whereas the supercell keeps a constant $\varepsilon>1$: once $qL\ll1$, it responds as a bulk crystal.

The cell-averaged field is $E_{\rm ext}-4\pi p/L$, so the extraction rule used at finite $q$ returns
$$\frac{p}{E_{\rm ext}-4\pi p/L}=\frac{\alpha}{1+2\pi\alpha q\coth(qL/2)-4\pi\alpha/L} .$$
For small $qL$, $\coth(qL/2)\approx2/(qL)+qL/6$. The first term cancels $4\pi\alpha/L$, and the result is approximately $\alpha(1-\pi\alpha q^2L/3)$. At fixed $q$, more vacuum increases this loss, but only up to a limit. The denominator equals $1+r_0q\,[\coth(qL/2)-2/(qL)]$, and the bracket rises from 0 to 1 as $qL$ grows. For $L\to\infty$ the rule therefore returns $\alpha/(1+r_0q)$, a relative loss of $r_0q/(1+r_0q)$, which is 0.038 at $q=0.002$ Å$^{-1}$ in the example. This value still tends to $\alpha$ as $q\to0$, so for the extracted polarizability the two limits can be taken in either order. What assumption 3 secures is the exponential approach to $\alpha$ with growing $L$; at fixed nonzero $q$ the rule converges to a different value.

At $q=0.002$ Å$^{-1}$ the model returns 3.149 Å for $L=20$ Å, 3.129 Å for 500 Å and 3.068 Å for 3000 Å. At 500 Å the estimated relative loss is
$$\frac{\pi(3.149)(0.002)^2(500)}3=0.0066,$$
against 0.0063 found. The estimate stops at leading order in $qL$, and the thin-sheet formula itself omits thickness and lateral structure. At $L=20$ Å its relative deviation from the full model is $6.1\times10^{-4}$ at $q=0.004$ Å$^{-1}$ and $2.4\times10^{-3}$ at twice that $q$, a ratio of 3.99, as expected for a $q^2$ correction.

**Remark (scope of the example).** Classical point dipoles test the electrostatics of the theorem. They contain no electron overlap between copies, so they say nothing about how much vacuum assumption 2 requires in a quantum calculation. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
lattice constant a = 4.0 angstrom
height of outer points = 1.5 angstrom
polarizability, centre point = 6.0 angstrom^3
polarizability, each outer point = 4.0 angstrom^3
alpha without mutual fields = 0.8750 angstrom
alpha, isolated sheet (direct sum) = 3.14906 angstrom
wave number for the q -> 0 limit = 1e-04 1/angstrom
L =  6 angstrom: eps = 7.20321, alpha = 2.96182 angstrom
L =  8 angstrom: eps = 5.93565, alpha = 3.14213 angstrom
L = 10 angstrom: eps = 4.95688, alpha = 3.14878 angstrom
L = 12 angstrom: eps = 4.29768, alpha = 3.14905 angstrom
L = 15 angstrom: eps = 3.63815, alpha = 3.14906 angstrom
L = 20 angstrom: eps = 2.97861, alpha = 3.14906 angstrom
L = 30 angstrom: eps = 2.31908, alpha = 3.14906 angstrom
L = 40 angstrom: eps = 1.98931, alpha = 3.14906 angstrom
shortest in-plane G = 1.5708 1/angstrom
image shift of alpha at L = 12 angstrom, Ewald = -1.194e-05 angstrom
same shift, harmonic formula = -1.194e-05 angstrom
screening length r0 = 19.786 angstrom
chi_2D = 4 pi alpha = 39.572 angstrom
SI sheet polarizability = 3.5038e-20 F
slab constant for thickness 3.0 angstrom = 14.191
slab constant for thickness 6.0 angstrom = 7.595
alpha_zz, isolated sheet = 0.38110 angstrom
L = 12 angstrom: eps_zz = 1.66413, in-plane rule would give 0.63420 angstrom
L = 40 angstrom: eps_zz = 1.13601, in-plane rule would give 0.43293 angstrom
tilted point: long axis 8.0, short axes 2.0 angstrom^3
tilted sheet alpha_xx = 0.38010 angstrom
tilted sheet alpha_xz = 0.15710 angstrom
tilted sheet alpha_zz = 0.20270 angstrom
tilted sheet, extracted at L = 20 angstrom: 0.39788 angstrom
tilted sheet, extracted at L = 40 angstrom: 0.38839 angstrom
finite wave number q = 0.002 1/angstrom
finite q, L = 20 angstrom: qL = 0.04, extracted alpha = 3.1487 angstrom
finite q, L = 500 angstrom: qL = 1.00, extracted alpha = 3.1294 angstrom
finite q, L = 1500 angstrom: qL = 3.00, extracted alpha = 3.0960 angstrom
finite q, L = 3000 angstrom: qL = 6.00, extracted alpha = 3.0681 angstrom
small-qL estimate of relative loss at L = 500 angstrom = 0.00660
actual relative loss at L = 500 angstrom = 0.00626
screening factor at L = 3000 angstrom = 1.03958
isolated-sheet factor 1 + r0 q = 1.03957
L = 20 angstrom, q = 0.008 1/angstrom: relative deviation from thin-sheet formula = 2.445e-03
L = 20 angstrom, q = 0.004 1/angstrom: relative deviation from thin-sheet formula = 6.122e-04
ratio of these deviations = 3.994
```
